# The natural scale of the intrinsic Hall conductivity in three dimensions

## Problem

A ferromagnetic crystal can carry a Hall current without an applied magnetic field. The intrinsic part of this effect comes from the Berry curvature of the occupied bands.

(a) Which combination of $e$, $h$ and the cubic lattice constant $a$ sets the scale of this conductivity, and what is its value for $a=2.87$ Å?

(b) Band calculations with spin-orbit coupling give roughly 750 S/cm for bcc iron. How does this compare with the scale, and what does the comparison mean?

Treat the electrons as independent, at zero temperature, in a weak static field. The magnetization and a fourfold axis point along $z$. Leave out the contributions of impurity scattering.

## Solution

### The transverse velocity

A conductance has the unit of $e^2/h$, and a three-dimensional conductivity is a conductance per length. This suggests $e^2/h$ divided by a lattice length. To see which length enters, and what multiplies the result, we need the current.

Let the electron charge be $-e$ and the field $E_y$ point along $y$. The wavevector then drifts as $\hbar\dot k_y=-eE_y$. Let $|n\rangle$ be the cell-periodic Bloch states, with $H(\mathbf k)|n\rangle=\varepsilon_n|n\rangle$, and write $\partial_x=\partial/\partial k_x$. For a slowly switched-on field, a state starting in band $n$ becomes, apart from a phase and to first order in $\dot k_y$,

$$|\psi\rangle=|n\rangle+\sum_{m\ne n}c_m|m\rangle .$$

The phase turns at the rate $\varepsilon_n/\hbar$ to leading order. Projecting the time-dependent Schrödinger equation on $|m\rangle$, and dropping $\dot c_m$ because it is of higher order for a slow field, gives

$$\varepsilon_n c_m+i\hbar\dot k_y\langle m|\partial_y n\rangle=\varepsilon_m c_m
\quad\Rightarrow\quad
c_m=\frac{i\hbar\dot k_y\langle m|\partial_y n\rangle}{\varepsilon_m-\varepsilon_n}.$$

The velocity is the expectation value of $\partial_xH/\hbar$:

$$v_x=\frac{\partial_x\varepsilon_n}{\hbar}+\frac1\hbar\sum_{m\ne n}\left[c_m\langle n|\partial_xH|m\rangle+\text{c.c.}\right].$$

Differentiating $H|n\rangle=\varepsilon_n|n\rangle$ and projecting on $|m\rangle$ gives $\langle m|\partial_xH|n\rangle=(\varepsilon_n-\varepsilon_m)\langle m|\partial_xn\rangle$. Its complex conjugate is $\langle n|\partial_xH|m\rangle=(\varepsilon_n-\varepsilon_m)\langle\partial_xn|m\rangle$. The energy differences cancel up to a minus sign:

$$v_x=\frac{\partial_x\varepsilon_n}{\hbar}-i\dot k_y\sum_{m\ne n}\left[\langle\partial_xn|m\rangle\langle m|\partial_yn\rangle-\langle\partial_yn|m\rangle\langle m|\partial_xn\rangle\right].$$

The term $m=n$ may be added, because $\langle n|\partial n\rangle$ is imaginary and the two products then cancel. Completeness removes the sum, leaving

$$v_x=\frac{\partial_x\varepsilon_n}{\hbar}-\dot k_y\Omega_n,\qquad
\Omega_n=i\left[\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\right].$$

This $\Omega_n$ is the $z$ component of the Berry curvature, $\partial_xA_y-\partial_yA_x$ with $A_j=i\langle n|\partial_jn\rangle$.

### From velocity to conductivity

Since $\dot k_y=-eE_y/\hbar$, the extra velocity is $+(e/\hbar)E_y\Omega_n$. Multiplying by the charge $-e$ and summing over occupied states gives

$$\sigma_{xy}=\frac{j_x}{E_y}=-\frac{e^2}{\hbar}\int\frac{d^3k}{(2\pi)^3}\sum_nf_n\Omega_n .$$

Here $f_n$ is the equilibrium occupation, and each spin-orbit-coupled band is counted once. The ordinary velocity drops out: $f(\varepsilon_n)\,\partial_x\varepsilon_n$ is the derivative of a periodic function and integrates to zero. In a metal the field also displaces the occupied region along $k_y$. To first order in the displacement, the $x$ current this adds is proportional to $\int d^3k\sum_n f'(\varepsilon_n)\,\partial_x\varepsilon_n\,\partial_y\varepsilon_n$. The fourfold rotation sends $(\partial_x\varepsilon,\partial_y\varepsilon)$ to $(-\partial_y\varepsilon,\partial_x\varepsilon)$ and so reverses the sign of the product, and the integral vanishes.

Cut the Brillouin zone into slices of fixed $k_z$ and define the dimensionless number

$$C(k_z)=\frac1{2\pi}\int d^2k\sum_nf_n\Omega_n .$$

The in-plane integral is $2\pi C$. With $1/\hbar=2\pi/h$, the prefactor becomes $(2\pi e^2/h)(2\pi)/(2\pi)^3=e^2/(2\pi h)$, so

$$\sigma_{xy}=-\frac{e^2}{h}\,\frac1{2\pi}\int dk_z\,C(k_z).$$

In a simple cubic crystal $k_z$ covers a length $2\pi/a$. The same holds for bcc if each slice is a full in-plane period. The bcc reciprocal vectors are $(2\pi/a)(n_1,n_2,n_3)$ with an even sum. Those lying in the plane are generated by $(1,1,0)$ and $(1,-1,0)$, in units of $2\pi/a$, and span an area $2(2\pi/a)^2$. The zone volume is $2(2\pi/a)^3$, which again leaves a height $2\pi/a$. In both lattices

$$\boxed{\sigma_{xy}=-\frac{e^2}{ha}\,\langle C\rangle}$$

where $\langle C\rangle$ is the average over $k_z$. The length $a$ enters through the height of the zone.

### Why the average can be of order one

Suppose first that a slice has a gap and one occupied band, separate from all others. Take $k_x,k_y$ along the periods of the slice. The Berry phase $\gamma(k_x)=\oint A_y\,dk_y$ is defined up to multiples of $2\pi$. Followed continuously, it obeys $d\gamma/dk_x=\oint\Omega\,dk_y$, because $\oint\partial_yA_x\,dk_y=0$ in a gauge periodic in $k_y$. After one period in $k_x$ the loop is equivalent to the first one, so $\gamma$ has changed by $2\pi$ times an integer. That integer is $C$. A slice crossed by the Fermi surface has no such restriction.

For two bands, write $H=\varepsilon_0+\mathbf d\cdot\boldsymbol\sigma$, with Pauli matrices $\boldsymbol\sigma$. Replacing $|\partial n\rangle$ by matrix elements of $\partial H$, as above, gives for the lower band

$$\Omega_-=-\frac{2\,\mathrm{Im}\left[\langle-|\partial_xH|+\rangle\langle+|\partial_yH|-\rangle\right]}{(2|\mathbf d|)^2}.$$

Choose the spin axis 3 along $\mathbf d$, and let $\mathbf p=\partial_x\mathbf d$, $\mathbf q=\partial_y\mathbf d$. The product of matrix elements is $(p_1+ip_2)(q_1-iq_2)$, with imaginary part $-(\mathbf p\times\mathbf q)_3$. Hence

$$\Omega_-=\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3},\qquad \Omega_+=-\Omega_- .$$

Near an avoided crossing take $\mathbf d=(k_x,k_y,\Delta)$, with $k$ measured in energy units, $\Delta>0$ and $\varepsilon_0$ constant. With $\epsilon=\sqrt{k^2+\Delta^2}$, this gives $\Omega_-=\Delta/(2\epsilon^3)$. If the Fermi level $\mu$, measured from mid-gap, lies in the gap, then $k\,dk=\epsilon\,d\epsilon$ yields

$$C=\int_0^\infty k\,dk\,\frac{\Delta}{2\epsilon^3}
=\frac\Delta2\int_\Delta^\infty\frac{d\epsilon}{\epsilon^2}=\frac12 .$$

The size of the gap has cancelled. For $\mu>\Delta$, occupied upper states cancel the part from $\Delta$ to $\mu$; for $\mu<-\Delta$, that part is missing from the lower band. Either way $C=\Delta/(2|\mu|)$, which is $0.125$ at $|\mu|=4\Delta$.

A small gap, such as one opened by spin-orbit coupling, can therefore contribute a number of order one to its slice if the Fermi level lies within a few $\Delta$ of mid-gap. It contributes at that order to $\langle C\rangle$ only if this condition holds over a finite fraction of the $k_z$ slices. In a metal that fraction itself shrinks with the gap. If the mid-gap energy varies as $W\cos k_za$ about the Fermi level, averaging the formulas above over $k_z$ gives 0.13 for $\Delta/W=0.1$ and 0.02 for $\Delta/W=0.01$. Reversing the sign of $\Delta$ reverses the contribution, so different crossings may add or cancel. The half-integer belongs to the linear model, which is not a closed slice; the rest of the zone supplies the remainder. The model also requires $\Delta$ and $|\mu|$ to be small compared with the energy range over which the crossing is linear, and it leaves out any tilt of the crossing. A term $\varepsilon_0=tk_x$ changes the occupations: for $t=0.5$, $C$ is 0.47 at $\mu=0.95\Delta$, and for $t=1.5$ it is 0.33 at $\mu=0$.

### Numbers

With $e^2/h=3.8740\times10^{-5}$ S and $a=2.87\times10^{-8}$ cm,

$$\frac{e^2}{ha}=\frac{3.8740\times10^{-5}\ \text{S}}{2.87\times10^{-8}\ \text{cm}}\approx1350\ \text{S/cm}
=1.35\times10^5\ \text{S/m}.$$

For iron, comparing magnitudes,

$$|\langle C\rangle|=\frac{750}{1350}\approx0.56 .$$

The computed conductivity is a little over half the natural unit. Equivalently, $e^2/(h\sigma)\approx5.2$ Å, or $1.8a$: a stack of sheets with Hall conductance $e^2/h$ each would need this spacing to give 750 S/cm.

### A few cases

The scale is not an upper bound. Consider a model with two orbitals per site, energies in units of an in-plane hopping, and

$$\varepsilon_0=-t_0g,\qquad
\mathbf d=(\sin k_xa,\ \sin k_ya,\ M-\cos k_xa-\cos k_ya-\tau g).$$

The interlayer factor is $g=\cos k_za$ for a cubic lattice and $g=\cos(k_xa/2)\cos(k_ya/2)\cos(k_za/2)$ for bcc.

| Case | $\lvert\sigma_{xy}\rvert$ in units of $e^2/(ha)$ |
|---|---:|
| Gapped cubic, $M=1$, $\tau=0.5$, $t_0=0$ | 1 |
| Gapped bcc, same parameters | 2 |
| Cubic Weyl semimetal, $M=2+\cos1.2$, $\tau=1$, $t_0=0$ | 0.382 |
| Half-filled bcc metal, $M=1$, $\tau=0.5$, $t_0=2$ | 1.29 |
| bcc iron, from 750 S/cm | 0.56 |

In the first three cases the lower band is filled. For the cubic lattice, each slice has $d_z=m-\cos k_xa-\cos k_ya$ with $m=M-\tau\cos k_za$. For very large $m$, $\mathbf d$ hardly turns and $C=0$. This value persists down to $m=2$, where the gap closes at $k_x=k_y=0$. There $\Delta=m-2$, and the crossing contributes $+1/2$ above and $-1/2$ below, so $C=-1$ for $0<m<2$; the next closing is at $m=0$. In the first case $m$ runs from 0.5 to 1.5, so $\langle C\rangle=-1$.

In the Weyl semimetal $m<2$ holds for $|k_za|<1.2$, and $m$ stays positive. This is a fraction $1.2/\pi=0.382$ of the slices. The gap closes at the two boundary points, and the average is not an integer.

For bcc, start with uncoupled layers, $\tau=0$. Each has $C=-1$ in its own zone of area $(2\pi/a)^2$. The full bcc slice has twice this area, so its number is $-2$. Turning on $\tau$ up to 0.5 leaves the gap open. Both sines vanish only where $k_xa$ and $k_ya$ are multiples of $\pi$. If both are multiples of $2\pi$, $|d_z|\ge1-\tau\ge0.5$; at the other points $g=0$ and $d_z$ is 1 or 3. The integer cannot change. In real space, the (001) layers are $a/2$ apart, which gives $2e^2/(ha)\approx2700$ S/cm. Measured against this value, iron has $750/2700\approx0.28$ of $e^2/h$ per atomic layer. The choice between $a$ and the layer spacing changes the unit by a factor of two; in either unit the dimensionless factor depends on the bands and is not fixed by the estimate.

The metal contains one electron per site. Its value was obtained by summing $f_n\Omega_n$ on a uniform grid of $80\times80\times160$ points over one bcc zone. The hopping $t_0$ makes the bands overlap, with 6.5% of the upper band occupied, and the result is no longer an integer. It also depends on the strength of the coupling between the orbitals: multiplying both sines in $\mathbf d$ by 0.5 or 0.25 lowers it to about 0.72 or 0.37, while the gapped bcc case stays at 2.

The fraction 0.56 for iron does not follow from $a$; it needs the actual bands. The supplied 750 S/cm is itself a rounded one-electron result without impurity scattering, so its agreement in order of magnitude with $e^2/(ha)$ is a comparison of scale, not a test against experiment.
